Second-Order Energy of a Weakly Modulated Electron Gas and Its Gradient Coefficient, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. What fxc(q) fixes in the second-order energy

Q: I am told that the second-order energy of a weakly modulated electron gas is fixed by fxc(q). Before I argue, I want to know which gas and which energy are meant.

A: The gas is three-dimensional, at zero temperature and without spin polarization. Its mean density is n0, and a rigid uniform background makes it neutral. Its density is given a weak periodic modulation,

n(r) = n0 + δn(r), δn(r) = A cos(q·r), q ≠ 0, |A| ≪ n0.

I use atomic units in the algebra, so ħ, the electron mass and the elementary charge are one. The volume is Ω, and it holds a whole number of wavelengths.

The energy is the internal energy E[n]: the kinetic energy of the electrons, their repulsion, and the electrostatic energy of the background. It is the lowest such energy among all states with density n(r). The external potential that holds the modulation in place is not counted in it. I write

E[n] = Ts[n] + EH[n] + Exc[n].

Here Ts is the kinetic energy of non-interacting electrons with the same density, EH is the classical electrostatic energy of electrons and background together, and Exc is defined as the rest. I assume that the weakly modulated densities are ground-state densities both of interacting and of non-interacting electrons in suitable potentials, and that E and its parts can be expanded to second order in δn.

Q: An expansion starts with a first-order term. Why should the second order matter at all?

A: The first-order term is ∫ μ(r) δn(r) d³r, where μ(r) is the functional derivative of E at the uniform density. The uniform gas looks the same from every point, so μ(r) is a constant and comes out of the integral. What remains is ∫ δn d³r, the integral of a cosine over whole wavelengths, which is zero. The same holds for each of the three parts of E separately.

The second-order term is a double integral,

ΔE = ½ ∫∫ K(r − r′) δn(r) δn(r′) d³r d³r′.

The kernel is the second functional derivative at the uniform density. By translation invariance it depends on r − r′ alone, and by isotropy on the length of that vector alone.

Q: You still have a double integral over an unknown function.

A: For a cosine it needs a single number. Set r′ = r − u in the inner integral:

∫ K(r − r′) cos(q·r′) d³r′ = ∫ K(u) cos(q·r − q·u) d³u.

Expand the cosine as cos(q·r) cos(q·u) + sin(q·r) sin(q·u). The sine part integrates to zero because K(u) is even. What is left is K(q) cos(q·r), with

K(q) = ∫ K(u) cos(q·u) d³u.

The outer integral is then ½ A² K(q) ∫ cos²(q·r) d³r, and the mean of cos² is ½. Hence

ΔE/Ω = (A²/4) K(q).

One factor ½ comes from the Taylor expansion and the other from the mean of cos². If the density contains several cosines with different wave vectors, not counting q and −q as different, the mean of each cross product vanishes. Their second-order energies then add.

Q: So far K(q) is a name. And since E has three parts, K(q) should have three parts as well. How can fxc(q) fix all of it?

A: It cannot, and the claim has to be corrected there. The expansion holds for each part of E, so

K(q) = Ks(q) + KH(q) + fxc(q).

The last term is the second functional derivative of Exc, Fourier transformed in the same way. It fixes the exchange-correlation energy of second order:

ΔExc/Ω = (A²/4) fxc(q).

The total energy also needs the kinetic kernel Ks and the electrostatic kernel KH. Both can be calculated in closed form. In that sense fxc(q) is the one unknown in the second-order energy, but it is not the whole of it.

Q: Then calculate them. Start with the electrostatic one.

A: The background cancels the charge of n0, so only δn produces a potential energy φ for an electron. Poisson's equation for it reads ∇²φ = −4π δn. For a cosine, ∇² gives a factor −q², so

φ(r) = (4π/q²) A cos(q·r).

The electrostatic energy is half the integral of δn φ:

EH/Ω = ½ · (4π/q²) A² · ½ = (A²/4)(4π/q²).

Therefore KH(q) = 4π/q². It is positive, and it grows without limit for long waves, because a slow modulation separates charge over long distances.

Q: The kinetic kernel will be harder, since you do not have Ts as an explicit functional of the density.

A: I can get it by asking how the gas answers a potential. Take first any system with the second-order energy (A²/4)K, and apply the weak potential energy V cos(q·r). The energy of the electrons in this potential has the mean ½VA per volume, again from the mean of cos². The ground state minimizes the sum

e(A) = (A²/4) K + ½ V A.

Setting the derivative to zero gives ½ A K + ½ V = 0, so

A = −V/K.

The static response function is defined as the ratio χ(q) = A/V of the density amplitude to the potential amplitude in linear order. Hence

K(q) = −1/χ(q).

Inserting A = −V/K into e(A) gives V²/(4K) − V²/(2K) = −V²/(4K). The modulation costs the internal energy +V²/(4K) and gains twice as much from the potential. The step needs K > 0. With K < 0 the uniform gas would lower its energy by forming the modulation unaided, and an expansion about the uniform state would not describe the ground state.

Q: The density in a cosine potential is not a pure cosine. It will contain cos(2q·r) and more. You have minimized over one amplitude only.

A: Let B be the amplitude of cos(2q·r). Its own quadratic energy is proportional to B², and it has no direct coupling to the potential, because the mean of cos(q·r) cos(2q·r) is zero. It couples to A through the third-order term of the energy, which contains A²B. Minimizing a term in B² plus a term in A²B gives B proportional to A². Both terms are then of order A⁴, which is beyond the second-order energy.

Q: Very well. Now use it for non-interacting electrons.

A: Their internal energy is Ts alone, so Ks(q) = −1/χs(q), where χs is the response function of non-interacting electrons. That follows from first-order perturbation theory. Write the potential as (V/2)(exp(iq·r) + exp(−iq·r)). It mixes into the plane wave k, with energy εk = k²/2, the waves k + q and k − q:

ψk = exp(ik·r) + Σ± (V/2) exp(i(k±q)·r)/(εk − εk±q).

The first-order change of |ψk|² is twice the real part of the cross terms:

V cos(q·r) Σ± 1/(εk − εk±q).

Now sum over the occupied states with k < kF, with a factor 2 for spin. The two signs contribute equally, as k → −k shows. With d³k/(2π)³ as the number of states per volume,

χs(q) = 4 ∫ d³k/(2π)³ · 1/(εk − εk+q), k < kF.

Q: The denominator vanishes where the two energies are equal.

A: With z along q, the denominator is −(q kz + q²/2), and it vanishes on the plane kz = −q/2. Take a state k with kz = −q/2 + d and small d. The state k′ = −(k + q) has the energy εk+q and lies at kz = −q/2 − d, just on the other side of the plane. Since k′ + q = −k, its denominator is εk+q − εk, the opposite of that of k. If both states are occupied, their terms cancel. The integral is therefore to be taken as a principal value.

At fixed kz the occupied states fill a disc of area π(kF² − kz²). With p = q/2,

χs = −[4π/(8π³ q)] ∫ (kF² − kz²)/(kz + p) dkz, from −kF to kF.

The prefactor is −1/(2π²q) = −1/(4π²p). For the integrand I use

kF² − kz² = −(kz + p)(kz − p) + (kF² − p²).

The first piece, divided by kz + p, integrates to 2p kF, since the part odd in kz drops out. The second gives a logarithm. The integral is

2p kF + (kF² − p²) ln|(kF + p)/(kF − p)|.

With x = p/kF = q/(2kF), this yields the Lindhard function,

χs(q) = −(kF/π²) S(x),

S(x) = ½ + [(1 − x²)/(4x)] ln|(1 + x)/(1 − x)|.

So Ks(q) = π²/[kF S(x)].

Q: You obtained a kinetic energy without ever computing one. I would like to see a kinetic energy.

A: Put the non-interacting gas into a potential of amplitude 0.006 kF² and find its bands by diagonalization in the plane waves k + mq. The motion across q stays free and can be integrated by hand. At fixed mean density this gives the total energy and the amplitude A. Subtracting ½VA and the kinetic energy of the uniform gas leaves the kinetic energy of the modulation, and multiplying by 4/A² turns it into a kernel. Divided by π²/(kF S), this kernel is 1.00001 both at q = 0.547 kF and at q = 1.2 kF.

Q: Now assemble the interacting gas.

A: The minimization holds for it too, with its own response function χ. Thus K = −1/χ, and the sum of the three kernels reads

−1/χ(q) = −1/χs(q) + 4π/q² + fxc(q).

Solved for the last term,

fxc(q) = 1/χs(q) − 1/χ(q) − 4π/q².

The second-order energy at given density is therefore

ΔE/Ω = (A²/4) [−1/χs(q) + 4π/q² + fxc(q)].

For long waves 4π/q² dominates, and χ tends to −q²/(4π). The induced charge then screens the applied potential completely. A negative fxc lowers K, which makes the gas easier to modulate than it would be with the kinetic and electrostatic terms alone.

Q: People who compute response functions use fxc as a correction to the potential that an electron feels. Is that the same object?

A: Yes. In the Kohn–Sham description the electrons respond as non-interacting ones to the external potential plus the induced potentials. The induced exchange-correlation potential is the first-order change of δExc/δn, which is fxc(q) A cos(q·r). Hence

A = χs [V + (4π/q²) A + fxc A].

Dividing by χs A gives 1/χs = V/A + 4π/q² + fxc. Since V/A = 1/χ, this is the relation above. The kernel here is the static one. A kernel at finite frequency describes the response to an oscillating potential and does not enter the second-order energy of a static modulation.

Q: I remain uneasy. You define Exc as a remainder, and fxc as its second derivative. Perhaps nothing has been said.

A: What has been said is that two separate calculations give one number. One uses the response of the unmodulated system, and the other uses energies of a modulated one. A small system can be solved on both sides. Take two electrons in the spin singlet on a ring of M = 18 sites, 0.25 Å apart. The kinetic energy is the usual second difference. The repulsion in atomic units is 1/√(d² + s²), where d is the straight distance across the ring and s corresponds to 0.5 Å. The Hamiltonian is a matrix of 324 rows and can be diagonalized completely.

For the first calculation let C be the sum over electrons of cos(2πhj/M), where j is the site of the electron and h = 1, 2, 3 counts the waves around the ring. A perturbation VC changes the mean of C by −2V Σm |⟨m|C|0⟩|²/(Em − E0). A site occupation that varies with amplitude A gives C the mean MA/2. Hence

χ = −(4/M) Σm |⟨m|C|0⟩|²/(Em − E0).

The same sum without repulsion gives χs, and fxc follows by subtraction, with the Fourier sum of the repulsion in place of 4π/q².

Q: And the second calculation?

A: Apply a potential that modulates the occupation by 0.2 % and diagonalize again. Subtracting the potential energy leaves the internal energy. Two non-interacting electrons in a singlet share one orbital, the square root of n/2, so Ts can be computed directly from the density. The electrostatic energy is a double sum over the density. What remains is Exc. On M sites the second-order formula reads ΔExc = (MA²/4) fxc, so the energy difference gives fxc again. The occupations are pure numbers, and this fxc is an energy:

h = 1: −15.4761 eV from the response, −15.4762 eV from the energy
h = 2: −52.5888 eV from both
h = 3: −23.8305 eV from both

Q: The middle value is more than twice its neighbours. I expected a smooth decline.

A: The calculation shows the peak but does not isolate its cause. My conjecture is that two electrons which avoid each other tend to sit on opposite sides of the ring, and that a potential with two minima suits this arrangement. The interacting system would then yield easily at h = 2, and fxc would have to be strongly negative there. In any case, the relation between energy and response does not rest on fxc being smooth in q. A gradient expansion does need smoothness, and the ring gives no licence to assume it for every system.

## Part 2. The q² term and the gradient coefficient

The static kernel fxc(q) fixes the exchange-correlation part of the second-order energy, while the kinetic and electrostatic parts are known in closed form. It remains to take a slowly varying density and find what the q² term of fxc(q) says about the gradient coefficient of Exc.
